Separating Leakage from Displacement Current with Two Loop Frequencies

**1. The measurement**

A ferroelectric film between two electrodes is driven by a periodic voltage, and the current is recorded. Integrating the current over time should give the polarization loop. If the film also conducts, the integral includes charge that has passed through it, and the loop becomes inflated.

Take a film with saturation polarization Ps = 60 μC/cm² and conductivity σ = 5·10⁻⁷ S/cm, driven by a triangular field of amplitude E0 = 600 kV/cm at 1 kHz. The mean field over a half cycle is E0/2 and the half cycle lasts 0.5 ms, so the leakage charge is

(0.15 A/cm²)(0.5 ms) = 75 μC/cm².

This is to be compared with the switched charge 2Ps = 120 μC/cm². The two contributions must be separated, and frequency offers a handle: displacement current grows with the speed of the drive, whereas ohmic current does not. The question is what a second loop, taken at another frequency and otherwise identical, really determines.

**2. The cancellation formula**

Let f be the frequency and φ = ft the phase. Both loops have the same field E(φ), and currents are compared at equal phase. The current density is the leakage plus the time derivative of the displacement D. At fixed f, d/dt = f d/dφ, so with a prime for d/dφ,

J(φ; f) = J_L(φ) + f D′(φ; f).  (1)

Two assumptions are now made:

(a) The leakage at a given phase is the same at both frequencies. Ohmic conduction, J_L = σE(φ), satisfies this, and so does any other instantaneous law J_L(E).

(b) The loop D(φ) is the same at both frequencies.

Let the frequencies be f1 and f2 = f1/r, with r > 1. Then

J1 = J_L + f1 D′,  J2 = J_L + f1 D′/r.  (2)

Multiplying the second equation by r and subtracting the first removes D′, leaving rJ2 − J1 = (r − 1)J_L. Subtracting the second from the first removes J_L, leaving J1 − J2 = f1 D′(r − 1)/r. Hence

J_L = (rJ2 − J1)/(r − 1),  (3)

J_D(f1) = f1 D′ = r(J1 − J2)/(r − 1).  (4)

For r = 2 these become J_L = 2J2 − J1 and J_D(f1) = 2(J1 − J2). At each phase the current is a straight line in f; equation (3) is its intercept, and equation (4) is its rise from zero frequency to f1.

The differences amplify noise. If J1 and J2 carry independent noise of equal standard deviation, the variances add with the squared coefficients, and the noise grows by

√(r² + 1)/(r − 1) in J_L,  √2 r/(r − 1) in J_D.  (5)

For r = 2 the factors are 2.24 and 2.83. Both diverge as r → 1, where the line is drawn through two nearly coincident points.

**3. The error when the loop depends on frequency**

Now drop assumption (b) and write D1 and D2 for the loops at the two frequencies. Equation (3) gives

J_L,est = [r(J_L + f1 D2′/r) − (J_L + f1 D1′)]/(r − 1)
= J_L + f1(D2′ − D1′)/(r − 1).  (6)

The two estimates always add up to J1, because

(rJ2 − J1)/(r − 1) + r(J1 − J2)/(r − 1) = J1.

The displacement estimate therefore has the opposite error:

J_D,est = f1 D1′ − f1(D2′ − D1′)/(r − 1).  (7)

Dividing by f1 and integrating over phase from a point where the loops coincide gives the compensated loop

D_est = D1 + (D1 − D2)/(r − 1).  (8)

It is an extrapolation: the difference between the loops is added to the faster one, pushing it further from the slower one.

Bringing the frequencies together does not remove the error. For r close to 1, ln f1 − ln f2 = ln r ≈ r − 1, so D2′ − D1′ ≈ −(r − 1) ∂D′/∂ln f, and the error in (6) tends to −f1 ∂D′/∂ln f. This is finite, while the noise diverges.

There is also a blind spot. Suppose D′(φ; f) = a(φ) + b(φ)/f. Then (1) becomes J = J_L + b + fa, which is still a straight line in f. The part b is counted as leakage, however many frequencies are used.

**4. First-order switching**

To find the size and shape of the error, a switching law is needed. Consider the rising branch of the triangular drive, starting at E = 0 with the film fully poled at P = −Ps. Let u be the fraction not yet switched, and let each unswitched part switch at a rate 1/τ(E) set by the present field:

du/dt = −u/τ(E),  P = Ps(1 − 2u).  (9)

The solution with u = 1 at the start is

u = exp(−h),  h = ∫₀ᵗ dt′/τ.  (10)

On this branch dE/dt = 4E0 f, since the field climbs from 0 to E0 in a quarter period. Changing variable from time to field,

h(E; f) = G(E)/f,  G(E) = (1/4E0) ∫₀ᴱ dE′/τ(E′).  (11)

At the same field, dividing the frequency by r multiplies h by r. Writing u for the unswitched fraction at f1, the fraction at f2 is

u2 = exp(−rh) = uʳ.  (12)

This relation holds for any function τ(E), and through it the constants of the switching law drop out of the loop error when that error is expressed in terms of u.

The linear dielectric part ε0 εr E of D is taken to be independent of frequency and cancels in D1 − D2. From (9) and (12), P1 − P2 = −2Ps(u − uʳ), so (8) gives

P_est − P1 = −2Ps(u − uʳ)/(r − 1).  (13)

Since uʳ < u during switching, the compensated loop lags behind the true one. It agrees with the true loop at both ends, u = 1 and u = 0, so the total switched charge is correct.

The greatest error lies where the derivative of u − uʳ vanishes, at uʳ⁻¹ = 1/r, or u = r^(−1/(r−1)). There u − uʳ = u(1 − 1/r) = u(r − 1)/r, and the size of the error is 2Ps u/r:

max |P_est − P1| = 2Ps r^(−r/(r−1)).  (14)

For r → 1 this tends to 2Ps/e, and for large r it falls as 2Ps/r. For r = 2 it is 2Ps/4 = Ps/2, reached at u = 1/2. That is the coercive field Ec, where P1 = 0, so the compensated loop reads −Ps/2 at the field where the true polarization is zero.

**5. False leakage**

The switching current at f1 is dP/dt = −2Ps du/dt, that is

J_sw1 = 2Ps u/τ.  (15)

At the same field the current at f2 is 2Ps uʳ/τ. Because f2 D2′ is this current plus a dielectric part, f1 D2′ contains r times it. The dielectric parts cancel in (6), and the error in the leakage becomes

J_L,est − J_L = (2Ps/τ)(r uʳ − u)/(r − 1)
= J_sw1 (r uʳ⁻¹ − 1)/(r − 1).  (16)

Its sign changes during switching:

- At the onset, u ≈ 1 and the factor is (r − 1)/(r − 1) = 1. The whole switching current is reported as leakage, for every r. The reason is the blind spot of Section 3: while almost nothing has switched, the current 2Ps/τ(E) depends on the field alone, as an instantaneous leakage would.
- Late in the peak, u → 0 and, for fixed r, the factor tends to −1/(r − 1). The false leakage is negative.
- The sign changes at uʳ⁻¹ = 1/r, where the loop error (14) is greatest.

For r = 2 the error is J_sw1(2u − 1), which vanishes at Ec. A leakage value read at the coercive field is then correct in this model, although the loop error is largest there.

**6. The apparent coercive field**

For r = 2, equations (9) and (13) give

P_est = Ps(1 − 2u) − 2Ps(u − u²) = Ps(1 − 4u + 2u²)
= Ps[2(1 − u)² − 1].  (17)

The apparent switched fraction is (1 − u)² instead of 1 − u. The compensated loop crosses zero when (1 − u)² = 1/2, or u = 1 − 1/√2 = 0.293, where h = −ln u = 1.228.

The true coercive field at a frequency f satisfies u = 1/2, hence G(Ec) = f ln 2. The apparent one satisfies G = 1.228 f1. It is therefore the true coercive field at another frequency,

f* = f1 (1.228/0.693) = 1.77 f1.  (18)

To turn this into a field, a rate law is needed. Take the Merz form with activation field Ea and attempt time τ0,

τ(E) = τ0 exp(Ea/E).  (19)

The integral in (11) follows from the substitution s = Ea/E′, dE′ = −Ea ds/s², with x = Ea/E:

∫₀ᴱ exp(−Ea/E′) dE′ = Ea ∫ₓ^∞ e⁻ˢ s⁻² ds = Ea[e⁻ˣ/x − E₁(x)].

The last step is an integration by parts, and E₁(x) = ∫ₓ^∞ e⁻ˢ s⁻¹ ds is the exponential integral. Since Ea/x = E,

G(E) = [E e⁻ˣ − Ea E₁(x)]/(4E0 τ0).  (20)

Differentiating G(Ec) = f ln 2 with respect to ln f gives G′(Ec) dEc/d ln f = f ln 2 = G(Ec), so

dEc/d ln f = G(Ec)/G′(Ec).  (21)

**7. A leaky bismuth ferrite film**

The values in Section 1 are rough ones for a leaky bismuth ferrite film. To them add a thickness of 300 nm, εr = 100, Ea = 5.5 MV/cm and τ0 = 10⁻¹³ s. The frequencies are f1 = 1 kHz and f2 = 500 Hz.

The condition G(Ec) = f ln 2 gives Ec = 300.4 kV/cm at f1 and 290.4 kV/cm at f2. The slope (21) at f1 is 14.9 kV/cm per unit of ln f. A shift of 10 kV/cm is 3 % of Ec, yet its consequences for the leakage are large, because the switching current is so much greater than the leakage:

- peak switching current at f1: 6.92 A/cm²
- true leakage at Ec: (5·10⁻⁷ S/cm)(3.00·10⁵ V/cm) = 0.150 A/cm²
- false leakage: up to +2.31 A/cm² at 285.5 kV/cm, and down to −3.52 A/cm² at 315.2 kV/cm

At 285.5 kV/cm the true leakage is 0.143 A/cm², so the false part is 16 times larger. At 315.2 kV/cm the estimated leakage is negative in a positive field, which no passive ohmic film can show. Such a pair of lobes around the coercive field is what (16) predicts for first-order switching.

The loop suffers differently. At Ec the compensated polarization is −30 μC/cm² instead of zero, as (14) requires. The apparent coercive field is 309.2 kV/cm, too high by 8.7 kV/cm. The estimate from (18) and (21), 14.9 × ln 1.77 = 8.5 kV/cm, is close; it treats the slope as constant. At E0 the compensated loop reaches the correct 60 μC/cm².

These results come from integrating (9) in time, forming both currents and applying (3) and (4). As a test, the false leakage so obtained was compared with (16) for r = 2 and r = 10; they agree within 0.1 % of the peak switching current.

With f1 held at 1 kHz and the second loop taken at 100 Hz, the largest loop error falls to 9.3 μC/cm² and the false leakage to between +0.75 and −0.77 A/cm². The negative value is close to −6.92/9 = −0.77 A/cm², the late limit of (16) at the current peak. The price of the slow loop is a leakage charge per half cycle ten times that at f1 and five times that at 500 Hz, since that charge varies as 1/f.

**8. Diagnosis and repair**

A third frequency tests whether J is a straight line in f. In the example, the leakage estimates from the pairs (1000, 500) Hz and (500, 250) Hz differ by up to 2.85 A/cm², so the failure is plain. Agreement would not prove the separation correct, because of the blind spot.

If conduction is known to be ohmic, more can be done. Beyond the switching peak u is negligible, the error (16) vanishes, and (3) gives the true leakage. In the example, the data above 500 kV/cm return σ = 5.0·10⁻⁷ S/cm. Subtracting σE from J1 at all fields then leaves the displacement current at f1, including its frequency-dependent switching. This fit uses data well beyond the end of the peak, and carrying its result to lower fields relies on the ohmic law.

In this model the return branch, from E0 back to zero, avoids that restriction. The film is already switched, so (3) gives J_L(E) at every field for any instantaneous law, and this leakage can be subtracted from J1 on the rising branch. The leakage must then depend on the field alone, and not on the direction of the polarization.

**9. What real films change**

The model has a single activation field, whereas real films have a spread of local switching fields. For independent regions that see the same applied field, (13) and (16) are averaged over the spread. With a Gaussian spread of 15 % in Ea, the switching peak drops to 2.49 A/cm², the false leakage to +0.35 and −0.33 A/cm², and the largest loop error to 10.5 μC/cm². The peak current, false leakage and loop error found in Section 7 for r = 2 are thus too large for such a film, by factors from about 3 to 11, but the false leakage still exceeds twice the true value at Ec.

The first-order law (9) is also an assumption, and the size of the errors depends on it. If switching proceeds by nucleation and growth with u = exp(−h²), halving the frequency gives u2 = u⁴ instead of u², and the largest loop error for r = 2 rises from 0.5 Ps to 0.94 Ps.

The ohmic law is doubtful at these fields. Poole–Frenkel emission, in which the field lowers the barrier of a trap, would give a lowering of 0.235 eV at E0 for a squared refractive index of 6.25, about nine times the thermal energy at 300 K. Equation (3) tolerates this, because the law is instantaneous. The ohmic fit of Section 8 does not. If the leakage equals 0.30 A/cm² at E0 and follows this law, it is 0.011 A/cm² at Ec, whereas an ohmic line through the same point gives 0.150 A/cm². Subtracting that line would be wrong by 0.14 A/cm² there; the line fitted to the data above 500 kV/cm, as in Section 8, is less steep and still wrong by 0.10 A/cm².

A blocking interface layer would violate assumption (a). On a 2 nm layer with εr = 30, the 75 μC/cm² of leakage charge per half cycle would change the voltage by 5.6 V. In a symmetric periodic state this is a swing between −2.8 and +2.8 V, with a peak field of 14 MV/cm, and the polarization charge of the film loads the layer as well. An oxide layer of this kind would be expected to break down or leak first. But any smaller part of the leakage charge held there also makes the field in the film depend on the charge passed, and hence on frequency. The separation presumes electrodes that let the leakage through.

The loops must also be identical in other respects. A change of 1 % in the switched charge between them produces up to 0.07 A/cm² of false leakage, half the true value at Ec. A series resistance of 100 Ω with a pad of 50 μm radius takes roughly 1.9 kV/cm from the film at the current peak, if its effect on the switching itself is neglected; at the same phase the current at f2 is only about 0.4 of that at f1, so the field mismatch there is about 1 kV/cm, a tenth of the coercive shift. This is enough to deepen the negative lobe from −3.52 to about −3.7 A/cm², a change larger than the true leakage. Self-heating is small on average: on a substrate conducting 0.1 W/(cm K), the estimated mean rise is 0.17 K, which changes a leakage activated by 0.6 eV by 1.3 %. During most of the switching peak the rise exceeds this mean, because the switching heat is released in a short part of the cycle; for a substrate heat capacity near 3 J/(cm³ K) it reaches roughly 0.5 K, or about 4 % in the leakage. The amplitude is 0.4 of a rough breakdown field of 1.5 MV/cm.

The numerical output below lists the main values with their units.

Table of computed values

```
INPUTS (rough, leaky bismuth ferrite film)
thickness 300 nm, Ps 60 uC/cm2, eps_r 100
amplitude 600 kV/cm = 18.0 V, f1 1000 Hz
conductivity 5.0e-07 S/cm
Merz field 5.50 MV/cm, attempt time 1.0e-13 s
TRUE BEHAVIOUR
Ec at f1 300.42 kV/cm, at f1/2 290.45 kV/cm
dEc/dln f 14.86 kV/cm; dlnEc/dln f 0.0495
peak switching current at f1 6.918 A/cm2
linear dielectric current at f1 0.0213 A/cm2
ohmic leakage at Ec 0.1502, at E0 0.3000 A/cm2
leakage charge per half cycle at f1 75.0 uC/cm2
TWO-FREQUENCY SEPARATION, r = 2
false leakage max +2.314 A/cm2 at 285.5 kV/cm
false leakage min -3.521 A/cm2 at 315.2 kV/cm
compensated P at true Ec -30.00 uC/cm2 (true 0)
largest loop error 30.00 uC/cm2
compensated P at E0 60.00 uC/cm2
apparent Ec 309.15 kV/cm, excess 8.73 kV/cm
equivalent frequency factor 1.7716
noise factors: leakage 2.234, displacement 2.824
SAME f1, r = 10
largest loop error 9.29 uC/cm2
false leakage max +0.749, min -0.767 A/cm2
CURE AND DIAGNOSIS
conductivity from E > 500 kV/cm 5.0000e-07 S/cm
error after ohmic subtraction 3.1e-15 A/cm2
leakage estimates (f1,f1/2) and (f1/2,f1/4) differ by up to 2.849 A/cm2
NEGLECTED EFFECTS
15 % spread of Merz field: false leakage +0.345 / -0.332 A/cm2
  with that spread: peak 2.489 A/cm2, loop error 10.48 uC/cm2
Poole-Frenkel lowering at E0 0.235 eV (n^2 = 6.25, 300 K)
  leakage at Ec, same value at E0: 0.0105 A/cm2
series 100 ohm, pad radius 50 um: drop 55.7 mV = 1.86 kV/cm
heating: leakage 1.80, loop 2.16 W/cm2, rise 0.17 K
  (substrate 0.1 W/(cm K)); leakage change 1.3 % for 0.6 eV
blocking layer 2 nm, eps_r 30: leakage charge gives 5.65 V
1 % change of switched charge between loops: 0.074 A/cm2
amplitude / rough breakdown field of 1.5 MV/cm: 0.40
```
